# An Avrami exponent below one does not prove fractional-dimensional domain growth

A ferroelectric film holds \(N\) nuclei per unit volume of a \(d\)-dimensional space, and the wall of each growing domain moves at a constant speed \(v\). The unit of \(N\) is length\(^{-d}\), so \(N\), \(v\) and the time \(t\) form one independent dimensionless combination, \(N(vt)^d\). The exponent of time is the dimension of the space in which the nuclei are counted.

That space need not be made of lengths. Suppose instead that switching sites are counted along an axis of rates \(y\), with \(c\,y^{-1-\beta}dy\) sites between \(y\) and \(y+dy\). This is a pure number, so \(c\) has the unit rate\(^{\beta}\), and the dimensionless combination of \(c\) and \(t\) is \(c\,t^{\beta}\). Here \(\beta\) describes how the rates are distributed and has nothing to do with the shape of a domain. The second kind of counting will turn out to need \(0<\beta<1\). A measured power of time in that range does not by itself say which kind of counting produced it.

## The belief and its appeal

Let \(\varphi(t)\) be the fraction of the film not yet switched after a time \(t\) in a constant field, with \(\varphi(0)=1\). Suppose the data are fitted by

\[
\varphi(t)=e^{-(t/\tau)^n},
\]

where \(n\) is the Avrami exponent. The belief is that \(n\) reports the dimension of domain growth, so that \(n=0.5\) reveals domains growing in a space of fractional dimension.

The belief rests on a sound derivation. Let the nuclei be present from the start and placed at random, independently of one another. A point is unswitched at time \(t\) if no nucleus lies within the distance \(vt\). The mean number of nuclei in that ball is \(NC_d(vt)^d\), with \(C_1=2\), \(C_2=\pi\), \(C_3=4\pi/3\). For a Poisson distribution the probability of finding none is

\[
\varphi(t)=e^{-NC_d(vt)^d},
\]

hence \(n=d\). If nuclei appear steadily at a rate \(I\) per unit volume, those born at time \(s\) have had \(t-s\) to grow, and

\[
-\ln\varphi=\int_0^t I C_d v^d (t-s)^d\,ds=\frac{I C_d v^d t^{d+1}}{d+1},
\]

hence \(n=d+1\). In whole dimensions this model gives no exponent below one. Someone who measures \(n=0.5\) and keeps the model has to change \(d\).

The weak point is that the model itself was never established by the fit. Even within domain growth another reading exists. If the radius grows as \(a(t/t_0)^m\), the same counting gives \(-\ln\varphi=NC_da^d(t/t_0)^{md}\), so \(n=md\). Ordinary two-dimensional domains whose radius grows as \(t^{1/4}\) have \(n=1/2\). The next model gives the same curve with no growth between regions at all.

## Regions that switch by a simple exponential law

Divide the film into independent regions of equal polarization. Each contains several nucleation sites, and site \(i\) fires at a constant rate \(y_i\). The first event switches the whole region, and the switching stops at its boundary. The region is still unswitched if no site has fired, which has the probability

\[
\prod_i e^{-y_it}=e^{-Kt},\qquad K=\sum_i y_i .
\]

Each region therefore follows a simple exponential with its own fixed rate \(K\). The film shows the average over regions, a mixture with positive weights.

Let the sites of a region be Poisson distributed along the rate axis with density

\[
w(y)=\frac{\beta\,\tau^{-\beta}}{\Gamma(1-\beta)}\,y^{-1-\beta},\qquad 0<\beta<1 .
\]

First keep only sites with \(y>\varepsilon\), whose mean number \(M_\varepsilon=\int_\varepsilon^\infty w\,dy\) is finite. Given that a region has \(j\) of them, their rates are independent with probability density \(w/M_\varepsilon\). Averaging over the rates and over \(j\) gives

\[
\langle e^{-K_\varepsilon t}\rangle
=\sum_{j=0}^{\infty}e^{-M_\varepsilon}\frac{M_\varepsilon^{\,j}}{j!}
\left[\frac{1}{M_\varepsilon}\int_\varepsilon^\infty w\,e^{-yt}dy\right]^j
=\exp\!\left[-\int_\varepsilon^\infty w(y)\,(1-e^{-yt})\,dy\right].
\]

The sum is an exponential series, and \(M_\varepsilon\) has been written back as an integral in the last form.

Now let \(\varepsilon\to0\). The number of sites grows without limit, but their total rate does not: the sites slower than \(1/\tau\) add on average

\[
\int_0^{1/\tau}y\,w(y)\,dy=\frac{\beta}{(1-\beta)\,\Gamma(1-\beta)}\,\frac1\tau ,
\]

which is finite because \(\beta<1\), and the number of faster sites is finite. So \(K_\varepsilon\) rises to a finite limit \(K\) with probability one. Since \(e^{-K_\varepsilon t}\) stays between 0 and 1, the limit may be taken inside the average (dominated convergence).

The integral in the exponent follows by parts:

\[
\int_0^\infty\frac{1-e^{-yt}}{y^{1+\beta}}dy
=\left[-\frac{1-e^{-yt}}{\beta y^{\beta}}\right]_0^\infty
+\frac t\beta\int_0^\infty y^{-\beta}e^{-yt}dy
=\frac{\Gamma(1-\beta)}{\beta}\,t^\beta .
\]

The bracket vanishes at infinity because \(\beta>0\), and at zero because it behaves there as \(-t\,y^{1-\beta}/\beta\) with \(\beta<1\). The last integral is \(\Gamma(1-\beta)\,t^{\beta-1}\). The factors in \(w\) cancel, and

\[
\langle e^{-Kt}\rangle=e^{-(t/\tau)^\beta}.
\]

This is an identity at all times, not a fit. With \(\rho(k)\) the probability density of \(K\), it reads

\[
e^{-(t/\tau)^\beta}=\int_0^\infty\rho(k)\,e^{-kt}dk,\qquad \rho\ge0,\quad\int_0^\infty\rho\,dk=1 .
\]

The mixture is unique. The values \(\varphi(j\tau)\) for \(j=0,1,2,\dots\) are the moments of the variable \(z=e^{-K\tau}\), which lies between 0 and 1. Polynomials approximate any continuous function on that interval as closely as desired, so the moments fix the distribution of \(z\), and with it that of \(K\). An exactly known curve thus determines the distribution of rates if the mixture model holds, but it cannot show that the model holds. Measured data determine much less: for \(\beta=1/2\), a mixture of only six suitably chosen rates stays within 0.002 of the curve from \(0.01\,\tau\) to \(10\,\tau\).

## Why the survivors look slower

Differentiating \(\varphi=\int\rho\,e^{-kt}dk\) for \(t>0\) gives

\[
-\frac{d\ln\varphi}{dt}=\frac{\int k\rho e^{-kt}dk}{\int\rho e^{-kt}dk}=\bar k(t),
\qquad
\frac{d^2\ln\varphi}{dt^2}=\overline{k^2}-\bar k^{\,2}\ge0 ,
\]

where the bars are averages over regions still unswitched at time \(t\). For the stretched exponential

\[
\bar k(t)=\frac\beta\tau\left(\frac t\tau\right)^{\beta-1},
\qquad
\overline{k^2}-\bar k^{\,2}=\frac{\beta(1-\beta)}{\tau^2}\left(\frac t\tau\right)^{\beta-2}.
\]

The mean rate falls although no region slows down: the fast regions leave the unswitched population first. The variance divided by \(\bar k^{\,2}\) is \([(1-\beta)/\beta](t/\tau)^{-\beta}\). It vanishes at fixed \(t\) as \(\beta\to1\), where the mixture shrinks to the single rate \(1/\tau\).

The same formula shows where the construction ends. For an exponent above one the variance would be negative, so no positive mixture of exponentials can give that curve. Nor can it come arbitrarily close. By the Cauchy–Schwarz inequality every normalized mixture obeys \(\varphi(t)^2\le\varphi(2t)\). If one stayed within \(\delta\) of \(e^{-(t/\tau)^2}\) at all times, then at \(t=\tau/2\)

\[
(e^{-1/4}-\delta)^2\le e^{-1}+\delta ,
\]

which requires \(\delta\ge0.097\). Any mixture misses the \(n=2\) curve somewhere by at least about a tenth of the full polarization change. An exponent above one in a constant field therefore excludes independent regions with fixed single-step rates, provided the data resolve the difference. The smallest possible miss shrinks as \(n\to1\) and is only about 0.02 for \(n=1.1\). It still does not prove growth: a region that needs two successive events of equal rate \(k\) has \(\varphi=(1+kt)e^{-kt}\), whose switched fraction starts as \((kt)^2/2\).

## The distribution for exponent one half

For \(\beta=1/2\) the density is elementary:

\[
\rho(k)=\frac{1}{2\sqrt{\pi\tau}\,k^{3/2}}\,e^{-1/(4k\tau)} .
\]

To confirm it, put \(u=1/(2\sqrt{k\tau})\). Then \(k^{-3/2}=8\tau^{3/2}u^3\) and \(|dk|=du/(2\tau u^3)\), so \(\rho\,|dk|=(2/\sqrt\pi)\,e^{-u^2}du\). With \(b=\tfrac12\sqrt{t/\tau}\) one has \(kt=b^2/u^2\), and

\[
\int_0^\infty\rho\,e^{-kt}dk=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2-b^2/u^2}du
=\frac{2e^{-2b}}{\sqrt\pi}\,J,\qquad J=\int_0^\infty e^{-(u-b/u)^2}du ,
\]

because \(u^2+b^2/u^2=(u-b/u)^2+2b\). Replacing \(u\) by \(b/u\) turns \(J\) into the same integral with the extra factor \(b/u^2\). Half the sum of the two forms, with \(q=u-b/u\) and \(dq=(1+b/u^2)du\), is

\[
J=\frac12\int_{-\infty}^{\infty}e^{-q^2}dq=\frac{\sqrt\pi}{2}.
\]

The result is \(e^{-2b}=e^{-\sqrt{t/\tau}}\), as required. Rates below \(k\) correspond to larger \(u\), so their share of the regions is \(\operatorname{erfc}[1/(2\sqrt{k\tau})]\).

## A hafnia capacitor in numbers

Take a hafnium–zirconium oxide film 10 nm thick in a capacitor of 10 µm side, with 2.5 V across it, a field of 2.5 MV/cm. Let the switched polarization be \(2P_r=40\) µC/cm², \(\tau=1\) µs, \(\beta=0.5\) and the temperature 300 K.

The share formula puts the 10th, 50th and 90th percentiles of the region rates at 0.185, 1.10 and 31.7 per µs. The outer two differ by a factor of 171. For thermally activated rates \(k=\nu e^{-U/k_BT}\) with a common attempt frequency \(\nu\), this is a barrier spread of \(k_BT\ln171=0.133\) eV. With the distribution derived above, a spread of this size goes with an exponent of one half.

The mean rate of the unswitched regions falls from 5.0 per µs at 10 ns to 0.50 per µs at 1 µs and 0.158 per µs at 10 µs. The switched fractions at these times are 0.095, 0.632 and 0.958.

The power law for the sites can itself come from barriers. Let the number of sites with a barrier below \(U\) grow as \(e^{U/U_0}\). A rate above \(y\) means a barrier below \(k_BT\ln(\nu/y)\), so the number of sites faster than \(y\) varies as \(y^{-k_BT/U_0}\), and

\[
\beta=\frac{k_BT}{U_0}.
\]

Here \(U_0=51.7\) meV. With a mean of \(M\) sites per region and a slowest site rate \(y_0\), the number faster than \(y\) is \(M(y_0/y)^\beta\). Equating this to \(\int_y^\infty w\,dy'=(\tau y)^{-\beta}/\Gamma(1-\beta)\) gives

\[
\frac1\tau=y_0\,[M\,\Gamma(1-\beta)]^{1/\beta}.
\]

For \(M=400\) and \(\tau=1\) µs, \(y_0=1.99\) s\(^{-1}\). With \(\nu=10^{12}\) s\(^{-1}\) the highest site barrier is \(k_BT\ln(\nu/y_0)=0.697\) eV.

A simulation drew 20 000 such regions with random barriers and gave each one a random switching time from its own exponential law. A straight line through \(\ln(-\ln\varphi)\) against \(\ln t\), at 13 times from 10 ns to 10 µs, has the slope 0.496. An Avrami analysis would report a dimension of one half for a film in which no domain ever crosses from one region to the next.

If \(U_0\), \(\nu\), \(M\) and the highest barrier are held fixed and the temperature is raised to 358 K, the same formulas give \(\beta=0.597\) and \(\tau=74\) ns. An exponent proportional to temperature is a prediction of this barrier distribution, not of mixtures in general.

## A measurement that says more

Start from the unswitched state, apply the field for \(t_1\), then reverse it for \(t_2\), and let the rates be equal in both directions. With fixed rates, a region ends up switched if it fired in the first pulse and not in the second:

\[
\int_0^\infty\rho\,(1-e^{-kt_1})\,e^{-kt_2}dk=\varphi(t_2)-\varphi(t_1+t_2).
\]

For comparison, let all regions be identical, each with the stretched law as its waiting time, restarted at every reversal. The switched fraction is then \([1-\varphi(t_1)]\,\varphi(t_2)\). Both models give the same curve under a single pulse. For \(t_1=t_2=1\) µs the first leaves 0.125 switched and the second 0.233. Fixed rates leave less because the regions that switched first are mainly the fast ones, which also return first. The experiment separates these two models. Domain growth needs its own calculation, since a reversed wall may retrace its path.

## What a real capacitor changes

The thickness, field and polarization are rough typical values for such films. The time \(\tau\) depends strongly on field, and \(\beta\), \(\nu\) and \(M\) are choices for the example. The ideal law also has an infinite initial slope, which a finite attempt frequency removes; a share of \(5.6\times10^{-4}\) of the ideal mixture lies above \(\nu\).

Among the effects estimated here, the assumption that costs most is independence. Let a non-switching layer of thickness \(h=0.1\) nm, a rough value, lie in series with the film of thickness \(L\), both with relative permittivity \(\epsilon=30\). Fixed voltage and continuous displacement give the film field \(E\) from

\[
EL+E_hh=V,\qquad \epsilon_0\epsilon E+P=\epsilon_0\epsilon E_h
\quad\Rightarrow\quad
E=\frac{V-Ph/(\epsilon_0\epsilon)}{L+h}.
\]

When the mean polarization \(P\) goes from \(-P_r\) to \(+P_r\), the field falls by \(2P_rh/[\epsilon_0\epsilon(L+h)]=0.149\) MV/cm. If barriers vary as \(1/E\), then \(d\ln k/d\ln E=\ln(\nu/k)\), which is 13.7 at the median rate. This number follows from the chosen \(\nu\) and the assumed \(1/E\) law. It amounts to an activation field of about 34 MV/cm and is not a measured property of the film, so the size of the effect below scales with these choices. To leading order, with this sensitivity used for every region and 2.5 MV/cm taken as the starting field, all rates carry a factor \(e^{-gp}\), where \(p\) is the switched fraction and \(g=13.7\times0.149/2.5=0.82\).

A common factor only changes the clock. With \(ds=e^{-gp}dt\), each region decays as \(e^{-ks}\), so \(p=1-\varphi(s)\) and

\[
t=\int_0^s e^{\,g[1-\varphi(s')]}\,ds' .
\]

Numerical integration moves the time to 90 % switching from 5.3 µs to 9.9 µs and lowers the exponent fitted over the same window from 0.5 to 0.46. If each region is given its own sensitivity, as though it had a single barrier, and the full \(1/E\) law is used, the values become 10.9 µs and 0.45. Applying that law to the barrier of every site instead lengthens the time to about 12 µs and leaves the exponent near 0.45. The exponent shifts although no dimension has changed.

The other estimates are smaller. At 10 ns the switching current through a 50 Ω series resistance takes 9 mV from the 2.5 V, which lowers the median rate by about 5 %. A rough leakage of \(10^{-3}\) A/cm² passes 0.01 µC/cm² in 10 µs. The heat released at 10 ns, conducted across the film at a rough 1 W/(m K), sets up a temperature difference of about 0.05 K. The warming of the support below comes on top of this and is roughly 0.05 K for silicon and 0.6 K for thick silica. Even on silica, the two together raise the median rate by only about 3 %. The applied field is half of a rough breakdown field of 5 MV/cm. In the non-switching layer, however, the equations above give 9.9 MV/cm once the film has switched. Charge may then leak through the layer, which would weaken the feedback, so the estimate of that effect is only a rough guide.

None of this excludes growth on a fractal set of sites in some film. To claim it, one needs evidence about geometry, such as images of the domains at successive times. The exponent alone cannot supply it.
